Hyperdynamics: the clock, preserved escape rates and bounds on the boost, part 1

(Sections cited here and not found follow in the second part.)

A set of Langevin trajectories on a raised potential ran for 2.7×10⁵ ps of integration time in all. A second clock, advanced at each step by Δt·exp(ΔV/kT) with ΔV the local rise of the potential, read 1.026×10⁸ ps at the end, 380 times more. The trajectories crossed the x boundaries of their lattice cells 1967 times, which is (1.92 ± 0.05)×10⁻⁵ crossings per ps of the second clock. The transition-state rate of the original potential, obtained by quadrature with no bias and no trajectory, is 1.98×10⁻⁵ per ps. The second clock is the hyperdynamics clock, and the agreement has a proof whose conditions an implementation must respect.

**1. Conventions and the transition-state rate**

The configuration x has d Cartesian components of common mass m (unequal masses are handled by mass-weighting the coordinates). The potential is V, β = 1/kT, the bias is ΔV(x) ≥ 0 and V_b = V + ΔV. State A is a region bounded by fixed dividing surfaces S_j, one for each exit j, and the same surfaces are used with and without bias. Write ρ_0 = e^(−βV), ρ_b = e^(−βV_b) = ρ_0 e^(−βΔV), and

Z_A = ∫_A ρ_0 dx,  Z_A^b = ∫_A ρ_b dx.

The averages ⟨·⟩_0 and ⟨·⟩_b are taken over A with weights ρ_0/Z_A and ρ_b/Z_A^b. The dynamics has continuous velocities, samples the canonical distribution and is ergodic.

The transition-state-theory (TST) rate k_j is the equilibrium one-way flux out through S_j divided by the population of A. In a time dt, the points that leave through an element dS with outward normal velocity v > 0 fill a volume v dt dS. In the canonical distribution v is Maxwellian and independent of position, so the flux contains the half-average

v̄ = ∫_0^∞ v (m/2πkT)^(1/2) e^(−mv²/2kT) dv = (m/2πkT)^(1/2) (kT/m) = (kT/2πm)^(1/2),

and

k_j = v̄ ∫_(S_j) ρ_0 dS / Z_A.  (1)

Every outward crossing counts in k_j, including those reversed a moment later.

**2. Rates on the biased potential**

The bias depends on position alone, so v̄ is unchanged and k_j^b = v̄ ∫_(S_j) ρ_b dS / Z_A^b. Multiply and divide by Z_A and by ∫_(S_j) ρ_0 dS:

k_j^b = k_j · B · σ_j,  (2)

B = Z_A / Z_A^b,  σ_j = ∫_(S_j) ρ_0 e^(−βΔV) dS / ∫_(S_j) ρ_0 dS.

The boost B has two forms as an average. Putting ρ_0 = ρ_b e^(βΔV) in the numerator gives the first, and putting ρ_b = ρ_0 e^(−βΔV) in the denominator gives the second:

B = ∫_A ρ_b e^(βΔV) dx / Z_A^b = ⟨e^(βΔV)⟩_b = 1/⟨e^(−βΔV)⟩_0.  (3)

The first form is the usable one, since a biased run samples ⟨·⟩_b.

B belongs to the state and not to the exit, so it cancels in a ratio of two rates out of A:

k_i^b / k_j^b = (k_i / k_j)(σ_i / σ_j).  (4)

The relative TST rates are therefore preserved if and only if all σ_j of the state are equal. If ΔV = 0 on every S_j, each σ_j is 1, the ratios are preserved and k_j^b = B k_j. For ΔV ≥ 0 the converse holds too: 1 − σ_j is the surface average of 1 − e^(−βΔV) ≥ 0 with a positive weight, and it vanishes if and only if ΔV = 0 on S_j apart from a set of zero area. Equal σ_j below 1 keep the branching and spoil the time scale. A constant bias ΔV = C shows this: B = e^(βC), σ_j = e^(−βC), and k_j^b = k_j, because the forces are unchanged while the clock runs fast.

**3. The clock**

Define the hypertime accumulated over N steps of length Δt,

t_h = Σ_n Δt e^(βΔV(x_n)),  (5)

and take Δt → 0. Follow one long biased trajectory of integration time t through all states. Let Z^b be the integral of ρ_b over the whole configuration space, assumed finite (for a lattice, a periodic box). Let t_h(A) be the part of t_h gathered while x is in A, and N_j the number of outward crossings of S_j. The ergodic theorem replaces time averages by canonical ones:

t_h(A)/t → ∫_A e^(βΔV) ρ_b dx / Z^b = Z_A / Z^b,

N_j/t → v̄ ∫_(S_j) ρ_b dS / Z^b.

Dividing, Z^b cancels, and the definitions of k_j and σ_j give

N_j / t_h(A) → v̄ ∫_(S_j) ρ_b dS / Z_A = k_j σ_j.  (6)

With σ_j = 1, crossings per unit hypertime reproduce the unbiased TST rate. No separation of time scales and no absence of recrossing entered (6). The first limit also shows that the hypertime spent in each state is proportional to its unbiased Z_A, although B differs between states, and that t_h(A) divided by the integration time spent in A, which is t Z_A^b/Z^b, tends to B.

The rate statement uses the weight in (5) through its average alone: a constant weight B in state A would give (6) as well, but B is not known beforehand. The pointwise form follows from asking that the hypertime occupation g ρ_b, for a weight g(x), be proportional to ρ_0 everywhere. This forces g = const·e^(βΔV), and the constant is 1 if the two clocks agree where the bias is zero.

The increments of (5) fluctuate. Since ⟨e^(2βΔV)⟩_b = ∫_A ρ_0 e^(βΔV) dx / Z_A^b = B ⟨e^(βΔV)⟩_0,

1 ≤ ⟨e^(2βΔV)⟩_b / B² = ⟨e^(βΔV)⟩_0 / B ≤ e^(βΔV_max)/B.  (7)

The left inequality says that a variance is not negative, the right one uses ΔV ≤ ΔV_max.

Equation (6) concerns crossings. Two further conditions turn it into state-to-state kinetics. First, let κ_j and κ_j^b be the numbers of completed transitions per outward crossing on V and on V_b. The true rate is κ_j k_j, and hyperdynamics returns κ_j^b k_j. A trajectory that has crossed S_j moves on into a region where the force is altered, so ΔV = 0 on S_j does not imply κ_j^b = κ_j; section 5 bounds the corresponding error in the core-to-core rate for overdamped motion between mirror-symmetric cells, and no bound is derived here for weak friction. Second, let τ_c be the time in which a biased trajectory forgets its position within A, and k = Σ_j k_j. Let r be the ratio in (7). Over a time t the sum (5) collects about t/τ_c nearly independent blocks, each with relative variance at most r − 1, so its relative variance is of order (r − 1)τ_c/t, and t is of order 1/(B k) at escape. If B k τ_c ≪ 1, (r − 1) B k τ_c ≪ 1 and κ_j = κ_j^b = 1, then to leading order the escape time t is exponential with rate B k, the sum (5) has averaged to t_h ≈ B t by the time of escape, and

P(t_h > s) ≈ P(t > s/B) = e^(−B k s/B) = e^(−k s).

A bias that builds barriers inside A lengthens τ_c and can break these conditions while (6) still holds.

**4. Bounds on the boost**

Scale the bias by λ ∈ [0,1], with Z_λ = ∫_A ρ_0 e^(−βλΔV) dx and ⟨·⟩_λ the matching average. Differentiating under the integral,

d ln Z_λ/dλ = −β⟨ΔV⟩_λ,

d⟨ΔV⟩_λ/dλ = −β⟨ΔV²⟩_λ − ⟨ΔV⟩_λ d ln Z_λ/dλ = −β(⟨ΔV²⟩_λ − ⟨ΔV⟩_λ²) ≤ 0,

where the second line is the quotient rule applied to ∫ΔV ρ_0 e^(−βλΔV) dx / Z_λ. Since ln B = ln Z_(λ=0) − ln Z_(λ=1),

ln B = β ∫_0^1 ⟨ΔV⟩_λ dλ.  (8)

The integrand does not increase, so the integral lies between its values at the end points, which are ⟨ΔV⟩_b at λ = 1 and ⟨ΔV⟩_0 at λ = 0. With 0 ≤ ΔV ≤ ΔV_max,

1 ≤ e^(β⟨ΔV⟩_b) ≤ B ≤ e^(β⟨ΔV⟩_0) ≤ e^(βΔV_max).  (9)

The lower bound is a warning for code: exponentiating the mean bias underestimates the clock whenever ΔV varies over A.

A second family comes from the last form of (3). Keep the part of the average where ΔV ≤ ε, in which e^(−βΔV) ≥ e^(−βε), and drop the rest, which is not negative: ⟨e^(−βΔV)⟩_0 ≥ e^(−βε) P_0(ΔV ≤ ε), where P_0 is unbiased probability within A. Hence

B ≤ e^(βε) / P_0(ΔV ≤ ε).  (10)

At ε = ΔV_max this repeats the last bound in (9). At ε = 0 it gives B ≤ 1/P_0(U), where U is the zone with ΔV = 0, whatever the height of the bias. This ceiling is approached when a bias of fixed shape is scaled by λ → ∞: e^(−βλΔV) tends pointwise to 1 on U and to 0 elsewhere and is bounded by 1, so dominated convergence gives 1/B → P_0(U).

The ceiling has a kinematic reading. Suppose S_j is planar, a slab of width w on its inner side lies in A and is unbiased, and V does not decrease along the normal toward S_j within the slab. Then ρ_0 at each slab point is at least its value at the nearest point of S_j, so P_0(U) ≥ w ∫_(S_j) ρ_0 dS / Z_A = w k_j / v̄ by (1). Combining with B ≤ 1/P_0(U),

k_j^b = B k_j ≤ v̄ / w.  (11)

The boosted rate cannot exceed the inverse time of a thermal flight across the protected slab. The working limit is set by the conditions of section 3, of which B k τ_c ≪ 1 alone already requires B ≪ 1/(k τ_c).

Dimension enters through P_0. Take a harmonic well in d dimensions, with A extended to all space, filled flat up to an energy E: ΔV = max(E − V, 0). This bias vanishes on any surface where V ≥ E. In coordinates scaled so that βV = ρ²/2, the volume element is proportional to ρ^(d−1) dρ, and η = βV has the density η^(d/2−1) e^(−η)/Γ(d/2). For η > βE the factor e^(−βΔV) is 1, and for η < βE it is e^(−βE+η), which cancels the e^(−η):

1/B = Q(d/2, βE) + e^(−βE) ∫_0^(βE) η^(d/2−1) dη / Γ(d/2)
  = Q(d/2, βE) + e^(−βE) (βE)^(d/2) / Γ(d/2 + 1),  (12)

where Q is the regularized upper incomplete gamma function, equal here to P_0(U). For d = 2, Q = e^(−βE) and B = e^(βE)/(1 + βE). The mean and the variance of η are both d/2, so for d/2 > βE Chebyshev's inequality gives 1 − Q ≤ (d/2)/(d/2 − βE)², which tends to zero as d grows at fixed βE, and 1 ≤ B ≤ 1/Q → 1. At βE = 7.736, formula (12) gives B = 2290/8.736 = 262 for d = 2, 2.885 for d = 12 and 1.006 for d = 30. In this model a threshold on the total potential energy stops boosting once the mean potential energy d·kT/2 passes E: at βE = 7.736, B is 1.7 when the mean equals E, 1.10 when it exceeds E by one spread (d/2)^(1/2) kT, and 1.004 at two spreads.

**5. Beyond TST: overdamped motion**

For dx = −βD∇V_b dt + (2D)^(1/2) dW the path has no velocity and crossing counts are undefined, so rates are defined between cores. The generator is

L_b = D(∇² − β∇V_b·∇) = D ρ_b⁻¹ ∇·(ρ_b ∇),

as expanding the divergence confirms. Measuring time by dt_h = e^(βΔV) dt divides every rate of change by e^(βΔV), and e^(−βΔV) ρ_b⁻¹ = ρ_0⁻¹ e^(βΔV) e^(−βΔV) = ρ_0⁻¹, so

L_h = ρ_0⁻¹ ∇·(D e^(−βΔV) ρ_0 ∇).  (13)

This is diffusion with the unbiased stationary weight ρ_0 and the local diffusivity D e^(−βΔV) ≤ D. It is not the true process run at a reduced speed: with L_0 = D(∇² − β∇V·∇), expanding (13) gives L_h = e^(−βΔV)(L_0 − βD∇ΔV·∇), so the paths keep the extra drift of the bias.

Let Ω be a domain with reflecting walls that holds two cores a and b. The committor q_b equals 1 on a and 0 on b and obeys ∇·(ρ_b∇q_b) = 0 in the region R between them. With n the normal pointing out of R, integration by parts gives the capacity in two forms,

cap_b = ∫_R ρ_b |∇q_b|² dx = ∮_(∂a) ρ_b ∂_n q_b dS,

because the volume term vanishes by the equation, q_b = 0 on ∂b, and the walls carry no flux. The same definitions with ρ_0 give q_0 and cap_0.

Let u(x) be the mean hypertime to reach b. One short step gives u(x) = e^(βΔV) δt + E[u(x_δt)], so L_b u = −e^(βΔV), that is D∇·(ρ_b∇u) = −ρ_0 outside b, with u = 0 on ∂b. Squaring T = e^(βΔV) δt + T′ in the same way gives L_b u_2 = −2 e^(βΔV) u for the second moment u_2. Evaluate I = ∫ρ_b ∇q_b·∇u dx over Ω outside b in two ways. Moving the derivative off q_b gives I = −∫q_b ∇·(ρ_b∇u) dx = D⁻¹∫q_b ρ_0 dx, with no boundary term. Since ∇q_b = 0 inside a, the integral also runs over R alone, and moving the derivative off u gives I = ∮_(∂a) u ρ_b ∂_n q_b dS. The weight ν = ρ_b ∂_n q_b dS / cap_b is normalized, and not negative because q_b is largest on a. It is the normalized equilibrium measure on ∂a, and

⟨u⟩_ν = ∫_Ω q_b ρ_0 dx / (D cap_b).  (14)

If Ω is a pair of mirror-image cells and the reflection exchanges the cores and leaves both V and ΔV unchanged, then q_b(x) + q_b(mirror of x) = 1, the numerator is half of ∫_Ω ρ_0 dx, which is Z_A, and the ratio of hyperdynamics rate to true rate, both defined as 1/⟨u⟩_ν, is cap_b/cap_0.

Crossings per unit hypertime reproduce the unbiased TST rates when the bias vanishes on every exit surface, and for overdamped motion between mirror-symmetric cells the ratio of hyperdynamics rate to true rate is cap_b/cap_0. It remains to bound this ratio, test the results on a worked example and state the requirements for an implementation.

All numerical values are calculated from the stated model.
